# Building a smooth PW92 fit with exact leading high-density coefficients: test program

```python
# Result under test: the PW92 form
#   G(r) = -2A(1+a1 r) ln(1+1/Q),  Q = 2A(b1 r^.5 + b2 r + b3 r^1.5 + b4 r^2)
# has the exact high-density limit c0 ln r - c1 with no sqrt(r) term when
#   A = c0,  b1 = exp(-c1/(2 c0))/(2 c0),  b2 = 2 A b1^2,
# has low-density powers r^-1, r^-1.5, r^-2, and is smooth at r = 1, unlike PZ81.
# r = electron-sphere radius / Bohr radius; energies are hartree per electron.
import numpy as np
import mpmath as mp
from scipy.constants import physical_constants
from scipy.integrate import quad
from scipy.optimize import least_squares
from scipy.special import erfc, zeta
from pyscf.dft import libxc

pi = np.pi
hartree_ev = physical_constants['Hartree energy in eV'][0]
kf_times_r = (9 * pi / 4) ** (1 / 3)


# ---------- ring energy of the uniform gas ----------
def lindhard(y, v):
    """Response at momentum y*kF, imaginary frequency y*v*kF^2; R(0,0)=1."""
    return 0.5 * (1 + (1 + v * v - y * y / 4) / (2 * y)
                  * np.log1p(2 * y / ((1 - y / 2) ** 2 + v * v))
                  - v * (np.arctan((1 + y / 2) / v)
                         + np.arctan((1 - y / 2) / v)))


for y, v in [(0.3, 0.4), (1.7, 0.2), (3.0, 1.1)]:
    sphere = quad(lambda z: 0.5 * (1 - z * z) * (z + y / 2)
                  / (y * ((z + y / 2) ** 2 + v * v)), -1, 1)[0]
    assert abs(sphere - lindhard(y, v)) < 1e-8

node, weight = np.polynomial.legendre.leggauss(200)
s_node, s_weight = (node + 1) / 2, weight / 2
panel_node, panel_weight = np.polynomial.legendre.leggauss(24)


def momentum_frequency_grid(y_min):
    edges = np.concatenate([np.linspace(np.log(y_min), 0, 13),
                            np.linspace(np.log(2), np.log(1000), 7)])
    half = np.diff(edges) / 2
    middle = (edges[1:] + edges[:-1]) / 2
    log_y = (middle[:, None] + half[:, None] * panel_node).ravel()
    w_log_y = (half[:, None] * panel_weight).ravel()
    y = np.exp(log_y)[:, None]
    scale = 1 + y / 2
    v = scale * s_node / (1 - s_node)
    w = w_log_y[:, None] * scale * s_weight / (1 - s_node) ** 2
    return y, v, w


def ring_energy(r):
    kf = kf_times_r / r
    g = 4 / (pi * kf)
    y, v, w = momentum_frequency_grid(1e-4 * np.sqrt(g))
    x = g * lindhard(y, v) / y ** 2
    return 3 * kf ** 2 / (4 * pi) * np.sum(w * y ** 4 * (np.log1p(x) - x))


v_line = s_node / (1 - s_node)
w_line = s_weight / (1 - s_node) ** 2
r_zero = 1 - v_line * np.arctan(1 / v_line)
c0 = (1 - np.log(2)) / pi ** 2
c0_quadrature = 3 / pi ** 3 * np.sum(w_line * r_zero ** 2)
assert abs(c0 - c0_quadrature) < 1e-8
y, v, w = momentum_frequency_grid(1e-5)
r_small_y = 1 - v * np.arctan(1 / v)
finite_y = np.sum(w * (lindhard(y, v) ** 2 - r_small_y ** 2 * (y < 1)))
ring_constant = (c0 * np.log(4 / (pi * kf_times_r)) + 6 / pi ** 3
                 * (np.sum(w_line * r_zero ** 2
                           * (np.log(r_zero) / 2 - 0.25)) - finite_y))
remainder = {r: ring_energy(r) - c0 * np.log(r) - ring_constant
             for r in (1e-2, 1e-4)}
assert abs(remainder[1e-4]) < 5e-5
# a sqrt(r) term would make this ratio 10; r ln r makes it about 50
remainder_ratio = remainder[1e-2] / remainder[1e-4]
assert remainder_ratio > 25

# ---------- second-order exchange: closed form against Monte Carlo ----------
exchange2 = np.log(2) / 6 - 3 * zeta(3) / (4 * pi ** 2)
rng = np.random.default_rng(7)


def ball(count):
    radius = rng.random(count) ** (1 / 3)
    cosine = 2 * rng.random(count) - 1
    angle = 2 * pi * rng.random(count)
    across = radius * np.sqrt(1 - cosine ** 2)
    return across * np.cos(angle), across * np.sin(angle), radius * cosine


total = total_square = 0.0
batch, batches = 500000, 8
for _ in range(batches):
    t = rng.random(batch)
    q = t / (1 - t)
    kx, ky, kz = ball(batch)
    px, py, pz = ball(batch)
    swapped_z = kz + pz + q
    swapped2 = (kx + px) ** 2 + (ky + py) ** 2 + swapped_z ** 2
    allowed = ((kx ** 2 + ky ** 2 + (kz + q) ** 2 > 1)
               & (px ** 2 + py ** 2 + (pz + q) ** 2 > 1)
               & (swapped2 > q * q))
    value = 2 / (swapped2 * q * swapped_z * (1 - t) ** 2)[allowed]
    total += value.sum()
    total_square += (value ** 2).sum()
samples = batch * batches
factor = 3 / (32 * pi ** 5) * 4 * pi * (4 * pi / 3) ** 2
mean = total / samples
exchange2_mc = factor * mean
exchange2_error = factor * np.sqrt((total_square / samples - mean ** 2)
                                   / samples)
assert exchange2_error < 0.01 * exchange2
assert abs(exchange2_mc - exchange2) < 5 * exchange2_error
c1 = -(ring_constant + exchange2)


# ---------- the form, its constraints and its limits ----------
def pw_form(r, par, log1p=np.log1p):
    A, a1, b1, b2, b3, b4 = par
    x = r ** 0.5
    q_sum = 2 * A * x * (b1 + x * (b2 + x * (b3 + x * b4)))
    return -2 * A * (1 + a1 * r) * log1p(1 / q_sum)


def constrained(log_free, c0_in, c1_in):
    a1, b3, b4 = np.exp(log_free)
    b1 = np.exp(-c1_in / (2 * c0_in)) / (2 * c0_in)
    return c0_in, a1, b1, 2 * c0_in * b1 ** 2, b3, b4


mp.mp.dps = 90
generic = [mp.mpf(z) for z in ('0.04', '0.3', '5', '2', '1.3', '0.7')]
A, a1, b1, b2, b3, b4 = generic


def high_remainder(r, par):
    return (pw_form(r, par, mp.log1p) - par[0] * mp.log(r)
            - 2 * par[0] * mp.log(2 * par[0] * par[2]))


tiny = mp.mpf(10) ** -30
root_coefficient = high_remainder(tiny, generic) / mp.sqrt(tiny)
assert abs(root_coefficient - 2 * A * (b2 / b1 - 2 * A * b1)) < 1e-10
tied = [A, a1, b1, 2 * A * b1 ** 2, b3, b4]
log_slope = (high_remainder(10 * tiny, tied) / (10 * tiny)
             - high_remainder(tiny, tied) / tiny) / mp.log(10)
assert abs(log_slope - A * a1) < 1e-10
huge = mp.mpf(10) ** 24
tail = pw_form(huge, generic, mp.log1p) * huge
assert abs(tail + a1 / b4) < 1e-10
tail = (tail + a1 / b4) * mp.sqrt(huge)
assert abs(tail - a1 * b3 / b4 ** 2) < 1e-10
tail = (tail - a1 * b3 / b4 ** 2) * mp.sqrt(huge)
assert abs(tail + (1 + a1 * (b3 ** 2 / b4 ** 2 - b2 / b4)) / b4) < 1e-9


# ---------- published functionals and the fit ----------
def published(name, r):
    density = 3 / (4 * pi * np.atleast_1d(np.asarray(r, float)) ** 3)
    return np.asarray(libxc.eval_xc(',' + name, density, spin=0, deriv=1)[0])


def limit_constants(name):
    r = np.array([1e-9, 1e-8])
    energy = published(name, r)
    slope = (energy[1] - energy[0]) / np.log(10)
    return slope, slope * np.log(r[0]) - energy[0]


def fit(r, target, c0_in, c1_in, start):
    result = least_squares(
        lambda z: pw_form(r, constrained(z, c0_in, c1_in)) / target - 1,
        np.log(start), xtol=1e-14, ftol=1e-14, gtol=1e-14, max_nfev=2000)
    return constrained(result.x, c0_in, c1_in)


r_fit = np.array([2., 5., 10., 20., 50., 100.])
c0_pw, c1_pw = limit_constants('LDA_C_PW')
c0_pz, c1_pz = limit_constants('LDA_C_PZ')
recovered = fit(r_fit, published('LDA_C_PW', r_fit), c0_pw, c1_pw,
                (0.1, 1., 1.))
r_unseen = np.array([0.01, 0.1, 0.5, 1., 30., 300.])
recovery_error = np.max(np.abs(pw_form(r_unseen, recovered)
                               - published('LDA_C_PW', r_unseen)))
assert recovery_error < 2e-6

target = published('LDA_C_PZ', r_fit)
best = fit(r_fit, target, c0, c1, (0.1, 1., 1.))
second_start = fit(r_fit, target, c0, c1, (0.3, 2., 0.4))
assert np.allclose(best, second_start, rtol=1e-4)
fit_energy = pw_form(r_fit, best)
relative = fit_energy / target - 1
assert np.max(np.abs(relative)) < 0.01
assert min(best) > 0

# ---------- bcc crystal energy by Ewald summation, cube edge 2 ----------
index = np.array(np.meshgrid(*[np.arange(-8, 9)] * 3)).reshape(3, -1).T
index = index[np.any(index != 0, axis=1)]
sites = index[np.all(index % 2 == index[:, :1] % 2, axis=1)]
waves = pi * index[index.sum(axis=1) % 2 == 0]
volume = 4.0


def crystal_coefficient(eta):
    distance = np.sqrt((sites ** 2).sum(axis=1))
    g2 = (waves ** 2).sum(axis=1)
    energy = 0.5 * (np.sum(erfc(eta * distance) / distance)
                    + np.sum(4 * pi / (volume * g2)
                             * np.exp(-g2 / (4 * eta ** 2)))
                    - 2 * eta / np.sqrt(pi) - pi / (volume * eta ** 2))
    return -energy * (3 * volume / (4 * pi)) ** (1 / 3)


crystal = crystal_coefficient(1.0)
assert abs(crystal - crystal_coefficient(1.4)) < 1e-9
exchange_coefficient = 3 * kf_times_r / (4 * pi)
d0_crystal = crystal - exchange_coefficient
d0_fit = best[1] / best[5]
d1_fit = best[1] * best[4] / best[5] ** 2
assert abs(d0_fit / d0_crystal - 1) < 0.08


# ---------- derivatives and smoothness at r = 1 ----------
def pw_derivatives(r, par):
    A, a1, b1, b2, b3, b4 = par
    q0 = 2 * A * (b1 * r ** .5 + b2 * r + b3 * r ** 1.5 + b4 * r * r)
    q1 = 2 * A * (b1 / (2 * r ** .5) + b2 + 1.5 * b3 * r ** .5 + 2 * b4 * r)
    q2 = 2 * A * (-b1 / (4 * r ** 1.5) + .75 * b3 / r ** .5 + 2 * b4)
    product = q0 * (q0 + 1)
    l0, l1 = np.log1p(1 / q0), -q1 / product
    l2 = -q2 / product + q1 ** 2 * (2 * q0 + 1) / product ** 2
    return (-2 * A * (a1 * l0 + (1 + a1 * r) * l1),
            -2 * A * (2 * a1 * l1 + (1 + a1 * r) * l2))


def one_sided(function, side, h=1e-3):
    f = function(1 + side * (1e-9 + h * np.arange(4)))
    first = side * (-11 * f[0] + 18 * f[1] - 9 * f[2] + 2 * f[3]) / (6 * h)
    second = (2 * f[0] - 5 * f[1] + 4 * f[2] - f[3]) / h ** 2
    return np.array([f[0], first, second])


pz_left = one_sided(lambda r: published('LDA_C_PZ', r), -1)
pz_right = one_sided(lambda r: published('LDA_C_PZ', r), 1)
pw_left = one_sided(lambda r: pw_form(r, best), -1)
pw_right = one_sided(lambda r: pw_form(r, best), 1)
slope_one, curvature_one = pw_derivatives(1.0, best)
for side in (pw_left, pw_right):
    assert abs(side[1] - slope_one) < 1e-6
    assert abs(side[2] - curvature_one) < 1e-5
pz_jump = pz_right - pz_left
pw_jump = pw_right - pw_left
assert abs(pz_jump[0]) > 1e-5 and abs(pz_jump[1]) > 5e-6
assert abs(pz_jump[2]) > 100 * abs(pw_jump[2])

# ---------- printed results ----------
print(f"c0 closed form, quadrature (hartree): {c0:.8f} {c0_quadrature:.8f}")
print(f"ring constant (hartree): {ring_constant:.6f}")
for r in remainder:
    print(f"ring remainder at r_s={r:g} (hartree): {remainder[r]:.4e}")
print(f"ratio of ring remainders (no unit): {remainder_ratio:.2f}")
print(f"second-order exchange, closed form (hartree): {exchange2:.6f}")
print(f"same, Monte Carlo and standard error (hartree): "
      f"{exchange2_mc:.5f} {exchange2_error:.5f}")
print(f"c1 computed (hartree): {c1:.6f}")
print(f"c0, c1 of published PW92 (hartree): {c0_pw:.6f} {c1_pw:.6f}")
print(f"c0, c1 of published PZ81 (hartree): {c0_pz:.6f} {c1_pz:.6f}")
labels = ('A (hartree)', 'alpha1', 'beta1 (1/hartree)', 'beta2 (1/hartree)',
          'beta3 (1/hartree)', 'beta4 (1/hartree)')
print("parameter: new fit, recovered PW92")
for label, new, old in zip(labels, best, recovered):
    print(f"  {label}: {new:.6f} {old:.6f}")
print(f"largest PW92 recovery error (hartree): {recovery_error:.2e}")
print("r_s: PZ81 target, new fit (hartree), relative difference (percent)")
for r, old, new, rel in zip(r_fit, target, fit_energy, relative):
    print(f"  {r:g}: {old:.6f} {new:.6f} {100 * rel:.3f}")
print(f"new fit at r_s=2 (eV): {fit_energy[0] * hartree_ev:.4f}")
print("r_s outside fit: new fit, PZ81, PW92 (hartree)")
for r in (0.1, 1.0):
    print(f"  {r:g}: {pw_form(r, best):.6f} "
          f"{published('LDA_C_PZ', r)[0]:.6f} "
          f"{published('LDA_C_PW', r)[0]:.6f}")
print(f"r ln r coefficient of new fit (hartree): {best[0] * best[1]:.6f}")
print(f"1/r coefficient d0 of new fit (hartree): {d0_fit:.5f}")
print(f"r^-1.5 coefficient d1 of new fit (hartree): {d1_fit:.5f}")
print(f"bcc electrostatic coefficient (hartree): {crystal:.6f}")
print(f"exchange coefficient (hartree): {exchange_coefficient:.6f}")
print(f"bcc reference for d0 (hartree): {d0_crystal:.6f}")
print("at r_s=1: left, right, jump (hartree)")
for i, label in enumerate(('energy', 'slope', 'curvature')):
    print(f"  PZ81 {label}: {pz_left[i]:.6f} {pz_right[i]:.6f} "
          f"{pz_jump[i]:.2e}")
    print(f"  new fit {label}: {pw_left[i]:.6f} {pw_right[i]:.6f} "
          f"{pw_jump[i]:.2e}")
print(f"new fit analytic slope, curvature at r_s=1 (hartree): "
      f"{slope_one:.6f} {curvature_one:.6f}")
print("checks complete")
```

Running it gives:

```
c0 closed form, quadrature (hartree): 0.03109069 0.03109069
ring constant (hartree): -0.071099
ring remainder at r_s=0.01 (hartree): -1.9704e-04
ring remainder at r_s=0.0001 (hartree): -3.2155e-06
ratio of ring remainders (no unit): 61.28
second-order exchange, closed form (hartree): 0.024179
same, Monte Carlo and standard error (hartree): 0.02421 0.00005
c1 computed (hartree): 0.046920
c0, c1 of published PW92 (hartree): 0.031091 0.046643
c0, c1 of published PZ81 (hartree): 0.031100 0.048000
parameter: new fit, recovered PW92
  A (hartree): 0.031091 0.031091
  alpha1: 0.234241 0.213695
  beta1 (1/hartree): 7.561941 7.595699
  beta2 (1/hartree): 3.555715 3.587568
  beta3 (1/hartree): 1.846180 1.638161
  beta4 (1/hartree): 0.541225 0.492928
largest PW92 recovery error (hartree): 3.39e-08
r_s: PZ81 target, new fit (hartree), relative difference (percent)
  2: -0.045091 -0.045081 -0.023
  5: -0.028339 -0.028338 -0.005
  10: -0.018568 -0.018580 0.061
  20: -0.011497 -0.011495 -0.021
  50: -0.005666 -0.005662 -0.066
  100: -0.003171 -0.003173 0.046
new fit at r_s=2 (eV): -1.2267
r_s outside fit: new fit, PZ81, PW92 (hartree)
  0.1: -0.121253 -0.121231 -0.120879
  1: -0.060190 -0.059632 -0.059774
r ln r coefficient of new fit (hartree): 0.007283
1/r coefficient d0 of new fit (hartree): 0.43280
r^-1.5 coefficient d1 of new fit (hartree): 1.47632
bcc electrostatic coefficient (hartree): 0.895929
exchange coefficient (hartree): 0.458165
bcc reference for d0 (hartree): 0.437764
at r_s=1: left, right, jump (hartree)
  PZ81 energy: -0.059600 -0.059632 -3.21e-05
  new fit energy: -0.060190 -0.060190 4.63e-11
  PZ81 slope: 0.021500 0.021487 -1.29e-05
  new fit slope: 0.023136 0.023136 -1.41e-10
  PZ81 curvature: -0.029100 -0.022063 7.04e-03
  new fit curvature: -0.026801 -0.026801 -1.29e-09
new fit analytic slope, curvature at r_s=1 (hartree): 0.023136 -0.026801
checks complete
```
